# Why scattering orders cannot tell lines of width w from P−w

## Two gratings, one pattern

Take silicon lines 100 nm high, repeated with period 32 nm. With lines 12 nm wide, the first five side orders have relative Born intensities 0.0865, 0.0127, 0.0016, 0.0063 and 0.0006. With lines 20 nm wide the five numbers are the same. One grating has two thirds more silicon than the other, yet the side orders do not show it. The widths add up to the period, $12+20=32$, so the line of one grating is as wide as the space of the other.

These notes find the cause, then weigh five effects that might separate the two widths.

## The side orders

Let the period be $P$, the line width $w$ and the height $h$, with $x$ across the lines and $z$ measured upwards from mid-height. One homogeneous material fills the lines and another, or vacuum, the spaces. The function $\chi(x,z)$ is 1 in a line and 0 in a space. The beam covers many periods, so that the orders are separate, and order $n$ has lateral momentum transfer $q_x=2\pi n/P$.

In the first Born approximation each volume element scatters the unmodified incident wave once. Apart from a constant contrast factor and beam factors common to both gratings, the amplitude is

$$A_n(q_z)=\frac1P\int_{-h/2}^{h/2}dz\int_{\rm period}dx\;\chi(x,z)\,e^{-i(q_xx+q_zz)} ,\qquad I_n\propto|A_n|^2 .$$

For vertical walls, with the line centred at $x=0$, the integrals separate. The lateral one is

$$\frac1P\int_{-w/2}^{w/2}e^{-iq_xx}dx=\frac{2\sin(q_xw/2)}{Pq_x}=\frac{\sin(\pi nw/P)}{\pi n},$$

because $q_xw/2=\pi nw/P$ and $Pq_x=2\pi n$. The vertical one is $2\sin(q_zh/2)/q_z$. Hence

$$A_n=\frac{\sin(\pi nw/P)}{\pi n}\;h\,\frac{\sin(q_zh/2)}{q_zh/2}.$$

Now replace $w$ by $P-w$ at the same height and contrast. The vertical factor does not contain $w$. In the lateral factor,

$$\sin\!\left(\pi n-\frac{\pi nw}{P}\right)=\sin(\pi n)\cos\frac{\pi nw}{P}-\cos(\pi n)\sin\frac{\pi nw}{P}=(-1)^{n+1}\sin\frac{\pi nw}{P}.$$

At most the sign changes, and the squared modulus removes it. The intensities agree for every $n\neq0$ and every $q_z$, on an absolute scale.

For order 1 of the example, $\pi w/P=67.5^\circ$ and $\pi(P-w)/P=112.5^\circ$. Both sines are 0.924, and $(0.924/\pi)^2=0.0865$.

## The physical cause

Lines and spaces together fill a uniform layer: $\chi_{\rm lines}+\chi_{\rm spaces}=1$. A uniform layer has no lateral structure, and its integral of $e^{-iq_xx}$ over a period vanishes for $n\ne0$. Therefore

$$A_n^{\rm spaces}=-A_n^{\rm lines}\qquad(n\neq0).$$

Filling the spaces instead of the lines reverses the scattered wave, and a detector does not record that sign. Shifting the pattern by half a period, to centre the new lines, multiplies $A_n$ by $(-1)^n$, which is also invisible.

This argument never used straight or regular edges. If the edges wander, the complementary pattern with the same edges still has the opposite amplitude at every lateral momentum transfer for which the uniform layer gives nothing. Roughness therefore does not identify the material side of an edge.

## Are there other solutions?

Suppose that the intensity scale is unknown, but that orders 1 and 2 are measured at $q_z=0$. Using $\sin2\theta=2\sin\theta\cos\theta$ with $\theta=\pi w/P$,

$$\frac{I_2}{I_1}=\left(\frac{\sin2\theta}{2\sin\theta}\right)^2=\cos^2\frac{\pi w}{P}.$$

Since $0<\theta<\pi$, a given $\cos^2\theta$ allows $\theta$ and $\pi-\theta$, that is, $w$ and $P-w$. In the example the ratio is 0.1464, so $\cos\theta=\pm0.3827$, $\theta=67.5^\circ$ or $112.5^\circ$, and the width is 12 or 20 nm. For vertical walls the ambiguity is thus twofold and no worse.

In the special case $w=P/2$ the two solutions merge, and the even orders vanish. Near this case the choice of branch matters little, because the candidates differ by only $P-2w$ (taking $w<P/2$). For narrow lines it matters most.

## Contribution 1: the zero order

At $n=0$ the uniform layer does scatter, and the lateral factor is $w/P$. Its square is 0.141 for 12 nm and 0.391 for 20 nm, a ratio of 2.8. The missing information is there, but in transmission this wave travels in the direction of the direct beam and adds to it.

To see what survives, treat the grating at normal incidence as a thin mask. A ray through a line acquires the factor $T=e^{-i\varphi-\mu h/2}$, where $\varphi$ is the phase shift relative to vacuum and $\mu$ the absorption coefficient. The sign of $\varphi$ depends on the time convention and does not matter here. With filling $f=w/P$ the direct amplitude is $1-f(1-T)$, so

$$I_{\rm direct}=1-2f\,{\rm Re}(1-T)+f^2|1-T|^2 .$$

For small $\varphi$ and much smaller $\mu h$, ${\rm Re}(1-T)\approx\mu h/2+\varphi^2/2$ and $|1-T|^2\approx\varphi^2$. Then

$$I_{\rm direct}\approx1-f\mu h-f(1-f)\varphi^2 .$$

The last term is the power sent into the side orders. It is unchanged by $f\to1-f$. What separates the widths is absorption alone, through a relative difference $\mu h(P-2w)/P$.

For 17 keV X-rays take a rough attenuation length $1/\mu=0.6$ mm in silicon. The difference in mean silicon thickness is $100\times(32-24)/32=25$ nm, and $25\ {\rm nm}/0.6\ {\rm mm}=4.2\times10^{-5}$. A 25 nm change in substrate thickness has the same effect. Unless the substrate is known that well, the direct beam does not settle the question.

The mask model also shows that weak scattering is not always needed. Its side orders are $(T-1)\sin(\pi nw/P)/(\pi n)$, so the two widths agree for any $T$, as long as waves do not spread sideways inside the grating.

## Contribution 2: the slope of the walls

Etched lines can be wider at the bottom than at the top. The complement of such a line is wider at the top, so a known direction of taper seems to exclude it. For straight tapers it does not.

Let the width depend on height, $w(z)$, with each line symmetric about $x=0$. The odd part of $e^{-iq_xx}$ then integrates to zero:

$$A_n(q_z)=\frac1P\iint\chi\cos(q_xx)\,e^{-iq_zz}\,dx\,dz .$$

As $\chi$ is real, $A_n(-q_z)=A_n(q_z)^*$, and both have the same modulus. Turning the profile upside down replaces $q_z$ by $-q_z$, so it leaves every intensity unchanged. Now combine two invisible operations, taking the complement and turning it over:

$$w(z)\;\to\;P-w(z)\;\to\;P-w(-z).$$

For a trapezoid, $w(z)=\bar w-sz$ gives $P-\bar w-sz$. The mean width has changed from $\bar w$ to $P-\bar w$, while the taper $s$ keeps its size and direction. With walls $2^\circ$ from vertical, $s=2\tan2^\circ=0.070$. A line 8.5 nm wide at the top and 15.5 nm at the bottom then has the same side orders as one 16.5 nm wide at the top and 23.5 nm at the bottom. Both are ordinary upright lines. A uniform substrate does not change this, since it contributes only to $n=0$.

## Contribution 3: rounded tops

A rounded top does not survive the double operation. The complement has spaces with rounded tops; turned over, it has lines with sharp tops and feet at the bottom. If feet can be excluded, this exact partner is not available, and fitting the wrong branch with lines rounded like the true ones leaves a misfit.

Its origin follows from one small calculation, which will serve twice. Let both candidate lines become narrower by the same small amount $b$. Since $A_n\propto\sin(\pi nw/P)$,

$$\frac{\Delta I_n}{I_n}=-2\,\frac{\pi n}{P}\,b\cot\frac{\pi nw}{P}.$$

For the partner, $\cot(\pi n-\pi nw/P)=-\cot(\pi nw/P)$, so its intensity moves the other way. The two separate by

$$\frac{I_n(P-w)-I_n(w)}{I_n}\approx4\,\frac{\pi n}{P}\,b\cot\frac{\pi nw}{P}. \qquad (1)$$

Rounding both top corners with radius $r=5$ nm removes an area $2r^2(1-\pi/4)=10.7$ nm². At $q_z=0$ this equals a mean narrowing $b=10.7/100=0.107$ nm. For order 1, equation (1) gives $4(\pi/32)(0.107)(0.414)=1.7\%$. For orders 3 and 5 the cotangent has magnitude 2.41 and the effect is much larger, but there the linear formula overestimates it, because the narrowing near the very top is not small compared with $P/(\pi n)$.

A narrowing that is the same at every height could be absorbed by refitting the width: the wrong branch would move to $P-w+2b$. At $q_z=0$ alone, the effect of rounding can be absorbed in a similar way, largely though not completely. Measurements at a second $q_z$ prevent this. The removed material sits near the top, at $z_c$, so its amplitude carries the phase $e^{-iq_zz_c}$, while that of the whole line carries the vertical factor. To first order only the real part counts, and the effective narrowing is

$$b(q_z)\approx b(0)\,\frac{\cos(q_zz_c)}{\sin(q_zh/2)/(q_zh/2)} .$$

The centre of the removed area follows from subtracting a quarter disc from a square of side $r$. Measured from the top, the square has its centre at $r/2$ and the quarter disc at $r-4r/(3\pi)=0.576r$. The remainder has its centre at $(0.5-0.785\times0.576)r/0.215\approx0.22r=1.1$ nm, so $z_c=48.9$ nm. At $q_z=0.1$ nm$^{-1}$ the numerator is $\cos4.89=0.177$ and the denominator $\sin5/5=-0.192$. The factor is about $-0.9$: the line now appears wider, by nearly as much as it appeared narrower before.

One width cannot satisfy both conditions. A numerical fit to orders 1–5 at these two $q_z$, with width and intensity scale free but height and radius fixed, settles at 20.003 nm, between the opposing demands. The remaining root-mean-square difference of the logarithms of the intensities is 0.14, or about 14%. Rounding can thus decide the branch, provided both the radius and the height are known. With the radius free, the wrong branch prefers sharp corners and the misfit falls to about 9%. With the height free instead, it falls to about 5% at these two $q_z$, at a height near 84 nm. If feet are allowed, the ambiguity returns in full.

## Contribution 4: multiple scattering

The Born approximation neglects waves that scatter twice. With a rough electron density of 700 per nm³, the refractive index of silicon at 17 keV differs from 1 by $1.67\times10^{-6}$. At a wavelength of 0.0729 nm, the phase shift through a line is

$$\varphi=\frac{2\pi}{0.0729}\times1.67\times10^{-6}\times100=0.0144 .$$

The fraction of the beam in order 1 is about $\varphi^2\times0.0865=1.8\times10^{-5}$.

Write the amplitude of a side order as $\kappa a_1+\kappa^2a_2$, where $\kappa$ is the contrast. Its intensity is $\kappa^2|a_1|^2[1+2\kappa\,{\rm Re}(a_2/a_1)]$ to leading order. The complement is a uniform layer minus the grating. This reverses $a_1$, but the part of $a_2$ quadratic in the grating keeps its sign, and cross terms with the uniform layer appear. The cancellation is therefore no longer guaranteed, and a relative difference proportional to $\kappa$ can remain.

To size it, the wave equation was solved numerically for a free-standing grating by the coupled-wave method, which expands the field in diffraction orders, with the electric field along the lines. At normal incidence the differences between the two widths, relative to the 12 nm grating, are:

| order | difference in size | equation (1), scaled to order 1 |
|---|---|---|
| 1 | 0.037% | 0.037% |
| 2 | 0.18% | 0.18% |
| 3 | 0.65% | 0.66% |
| 4 | below 0.0001% | 0 |
| 5 | 1.05% | 1.09% |

The values use orders up to $\pm40$; extending to $\pm90$ raises each nonzero entry by about 0.5% of its value, so the last digit is uncertain (order 1 becomes 0.038%). Tripling the contrast triples the order-1 difference, as expected.

The last column uses only the proportionality to $n|\cot(\pi nw/P)|$. The table compares sizes, not signs. The agreement in size suggests that, here, multiple scattering acts almost like a common narrowing of the lines. In order 1 the 20 nm grating is the brighter, so $b$ is positive, and $b=3.75\times10^{-4}/[4(\pi/32)(0.414)]=0.0023$ nm. A plausible reason, not derived here, is that sideways spreading changes the wave only close to each edge.

This tempers the 1% found in order 5. So far as the effect is a pure narrowing, the wrong branch absorbs it by moving from 20 nm to $20+2b=20.005$ nm. At a tilt of $10^\circ$ the pattern is different, but the differences in orders 1–5 are at most 0.14%. In this example multiple scattering is a poor way to choose the branch.

## Contribution 5: visible light

Light of wavelength 633 nm is far longer than the period, so only the specular beam leaves the surface. This is a zero order, but in reflection it is not buried under the direct beam. For an electric field along the lines, the field is nearly uniform across a period, and the grating responds approximately through its mean permittivity,

$$\bar\varepsilon\approx1+\frac wP(\varepsilon_{\rm Si}-1),$$

which is not symmetric under $w\to P-w$. With a rough silicon index of 3.9 (absorption is small), $\varepsilon_{\rm Si}\approx15.2$. The mean permittivity is 6.3 for 12 nm and 9.9 for 20 nm, and the mean indices are 2.5 and 3.1.

On a silicon substrate the coupled-wave method, with a small imaginary index of 0.02 included, gives reflectances of 0.27 and 0.35. The second value is easy to read. The optical path down and back is $2\times3.14\times100=628$ nm, close to one wavelength. Such a film nearly disappears optically, leaving the reflectance of bare silicon, $(2.9/4.9)^2=0.35$. The narrower lines have a path of about 500 nm and lie away from this condition.

The difference, 0.08 in reflectance, is 29% of the smaller value, far more than the relative differences found above for the direct X-ray beam and for multiple scattering. It identifies the width only if the height and optical constants are known, since reflectance depends on $\bar\varepsilon$ and $h$ together. The side orders can supply the height through their variation with $q_z$, which the swap leaves intact. Even then a single wavelength can fail, because each reflectance oscillates with height and the two curves cross. In the averaged-film model this happens at 633 nm for a height a little under 115 nm. A measurement at another wavelength, angle of incidence or polarization, chosen so that the two candidates reflect differently, can then separate them.

## The example beside real lines

The period is in the regime of silicon transistor fins; the width of 12 nm is on the wide side, and the height of 100 nm on the tall side. For fins, process knowledge can suffice: if the etch is known to leave lines narrower than half the period, 12 nm is the answer. Real fins can depart from the model by having rounded tops or an oxide skin. The 5 nm rounding studied here moves the misfit of the wrong branch from zero to about 14%, under the stated fitting conditions. An oxide skin adds a third density, so the exchange of two materials is no longer exact. This need not remove the ambiguity: silicon dioxide and silicon have similar electron densities, so to X-rays a skin of about 1 nm acts mostly as part of the line, leaving the refitted wrong branch a misfit of about 1% in the two-$q_z$ fit; a 2 nm skin leaves about 6%. Where no such knowledge is secure, a direct image of the cross-section can supply the missing choice. So can an optical measurement, if the height and optical constants are known and the wavelength is one at which the two candidates reflect differently.
